# Why silicon-wire TE and TM modes cross or anticross

**Why do certain quasi-TE and quasi-TM modes cross as a silicon wire widens under symmetric cladding, yet anticross and hybridise when the top and bottom claddings differ?**

Take a rectangular silicon wire along $z$, with $x$ across its width $w$ and $y$ up its height $h$. The materials are lossless, isotropic and non-magnetic, and nothing changes along $z$. The section is always symmetric under $x\to-x$. It may or may not be symmetric under $y\to-y$.

A quasi-TE mode has mainly $E_x$ and a quasi-TM mode mainly $E_y$. TE$_m$ and TM$_n$ denote modes whose main component has $m$ or $n$ nodes across the width and none in height. TE$_1$ gains effective index quickly as the wire widens, because its two lobes must fit side by side. TM$_0$ gains it more slowly, so the two curves approach each other. What happens there depends on whether either mode can drive the other.

## The mechanism

A mode of a finite wire is never purely $E_x$ or purely $E_y$. Confinement in both directions gives TE$_1$ a small $E_y$, and gives TM$_0$ a small $E_x$. Through these components one mode can polarise the cladding in a way that feeds the other.

With an up-down mirror plane, the contribution from above the plane cancels that from below. If the upper and lower claddings differ, the cancellation is incomplete and a coupling remains. Two coupled modes cannot share an index, so their curves turn away from each other. To make this quantitative we need the mode equations, the parities and the coupling integral.

## The mode equations

Use Gaussian units, with fields proportional to $e^{i\beta z-i\omega t}$, $k_0=\omega/c$ and effective index $n=\beta/k_0$. Measuring lengths in units of $1/k_0$, Maxwell's curl equations are
$$\nabla\times\mathbf E=i\mathbf H,\qquad \nabla\times\mathbf H=-i\varepsilon\mathbf E,\qquad \partial_z\to in .$$

Define the transverse pairs $e=(E_x,E_y)$ and $h=(H_y,-H_x)$. From here on $\nabla$ acts on $x$ and $y$. The $z$ component of the second equation gives
$$E_z=\frac{i}{\varepsilon}(\partial_xH_y-\partial_yH_x)=\frac{i}{\varepsilon}\nabla\!\cdot h .$$
The $y$ and $x$ components of the first equation are $inE_x-\partial_xE_z=iH_y$ and $\partial_yE_z-inE_y=iH_x$. Hence $nE_x=H_y-i\partial_xE_z$ and $nE_y=-H_x-i\partial_yE_z$. Inserting $E_z$,
$$n\,e=h+\nabla\!\left(\varepsilon^{-1}\nabla\!\cdot h\right)\equiv A h .$$

Now let $c=\partial_xE_y-\partial_yE_x$, so that $H_z=-ic$. The transverse components of the second curl equation are $\partial_yH_z-inH_y=-i\varepsilon E_x$ and $inH_x-\partial_xH_z=-i\varepsilon E_y$. They give
$$n\,h=\varepsilon e+(-\partial_yc,\ \partial_xc)\equiv Be .$$

Both operators are real, so $e$ and $h$ can be chosen real for a guided mode. Integration by parts, with fields that vanish far away, yields
$$\int h_a\!\cdot Ah_b=\int h_a\!\cdot h_b-\int\varepsilon^{-1}(\nabla\!\cdot h_a)(\nabla\!\cdot h_b),$$
$$\int e_a\!\cdot Be_b=\int\varepsilon\,e_a\!\cdot e_b-\int c_ac_b .$$
No interface terms appear, because the tangential fields are continuous. Both right-hand sides are unchanged when $a$ and $b$ are exchanged.

Let $X=\int h_a\cdot e_b$ and $Y=\int e_a\cdot h_b$. The symmetry of $A$ gives $n_bX=n_aY$, and that of $B$ gives $n_bY=n_aX$. Therefore $n_b^2X=n_an_bY=n_a^2X$, or
$$(n_a^2-n_b^2)\int h_a\!\cdot e_b\,dA=0 .$$
Modes with different $n^2$ are orthogonal. Since $e\cdot h=E_xH_y-E_yH_x=(\mathbf E\times\mathbf H)_z$, this is orthogonality in power. We take forward modes carrying positive power and normalise $\int e_a\cdot h_a\,dA=1$.

## Which modes share a parity

A mirror acts on the electric field as on any ordinary vector: it moves the point and reverses the component normal to the mirror.

- Left-right: $E_x\to-E_x(-x,y)$, $E_y\to E_y(-x,y)$.
- Up-down: $E_x\to E_x(x,-y)$, $E_y\to-E_y(x,-y)$.

If the section has the mirror, the image of a mode is a mode with the same $n$. For a non-degenerate mode the image is a multiple of the original, and since two reflections restore the field, the multiple is $+1$ or $-1$. Counting the nodes of the main component gives

| mode | left-right | up-down |
|---|---|---|
| TE$_m$ | $(-1)^{m+1}$ | $+$ |
| TM$_n$ | $(-1)^n$ | $-$ |

The extra minus signs come from the vector nature of the field. TE$_1$ has an odd $E_x$, and TM$_0$ an even $E_y$, yet both have left-right parity $+$.

With an up-down mirror, the equations can be solved separately for up-down parity $+$ and $-$. Nothing in one problem refers to the other. If the index curves of a TE$_m$ and a TM$_n$ meet, they pass through each other, whatever the index contrast.

Without that mirror, only the left-right parity is left. TE$_m$ and TM$_n$ share it when $(-1)^{m+1}=(-1)^n$, that is, when $m+n$ is odd. This is why only certain pairs change their behaviour. TE$_1$ and TM$_0$ may now couple, while TE$_2$ and TM$_0$ remain in separate classes.

## The coupling integral

Start from the symmetric wire and change its permittivity by a small $\delta\varepsilon$. Then $\delta B=\delta\varepsilon$, while $A$ changes through $\delta(\varepsilon^{-1})=-\delta\varepsilon/\varepsilon^2$.

Expand the new mode in the old ones. A backward mode has the same $e$ and the opposite $h$, so forward amplitudes $a_j$ and backward amplitudes $b_j$ give
$$e=\sum_j(a_j+b_j)e_j,\qquad h=\sum_j(a_j-b_j)h_j .$$
Multiply $ne=(A+\delta A)h$ by $h_i$ and $nh=(B+\delta B)e$ by $e_i$, then integrate:
$$n(a_i+b_i)=n_i(a_i-b_i)+\int h_i\!\cdot\delta A\,h,$$
$$n(a_i-b_i)=n_i(a_i+b_i)+\int e_i\!\cdot\delta B\,e .$$
In the sum the $b_i$ cancel outside the integrals. The difference shows that $b_i$ is itself of order $\delta\varepsilon$, because it is divided by $n+n_i$. Inside the integrals it may be dropped at leading order, as may all modes except the two whose indices nearly coincide. Half the sum is then
$$(n-n_i)a_i=\sum_j\kappa_{ij}a_j,\qquad \kappa_{ij}=\tfrac12\int\left(h_i\!\cdot\delta A\,h_j+e_i\!\cdot\delta B\,e_j\right)dA .$$

The first term is
$$\int h_i\!\cdot\delta A\,h_j=\int\frac{\delta\varepsilon}{\varepsilon^2}(\nabla\!\cdot h_i)(\nabla\!\cdot h_j)=\int\delta\varepsilon\,E_{zi}^*E_{zj},$$
where the two minus signs, from integration by parts and from $\delta(\varepsilon^{-1})$, cancel. Adding the transverse part,
$$\boxed{\kappa_{ab}=\tfrac12\int\delta\varepsilon\,\mathbf E_a^*\!\cdot\mathbf E_b\,dA}$$
in units of effective index. The normalisation is also an integral over area, so the formula holds in any unit of length.

For a TE$_m$ and a TM$_n$ of the symmetric wire, $\mathbf E_a^*\cdot\mathbf E_b$ is odd in $y$. Only the part of $\delta\varepsilon$ that is odd in $y$ contributes. Suppose a new material, with permittivity change $\delta$, fills the space above and beside the core. Within the core's height the change is the same at $y$ and $-y$, so it does not couple the modes. Outside that height, the change is $\delta$ above and zero below. Its odd part is $+\delta/2$ above and $-\delta/2$ below, and this does the coupling.

A limiting case shows the role of width. In an infinitely wide slab with $\partial_x=0$, the equations separate into one set with $E_x$ and another with $E_y,E_z$. The product $\mathbf E_a^*\cdot\mathbf E_b$ is then zero at every point, and unequal claddings do not mix TE with TM. Mixing of a TE$_m$ with a TM$_n$, as defined above with no node in height, requires both a broken up-down mirror and variation across the width.

## From coupling to anticrossing

Let $\alpha=n_a+\kappa_{aa}$, $\gamma=n_b+\kappa_{bb}$, $\Delta=\alpha-\gamma$ and $\kappa=\kappa_{ab}$. The two equations have a non-zero solution when $(n-\alpha)(n-\gamma)=\kappa^2$, so
$$n_\pm=\frac{\alpha+\gamma}{2}\pm\frac S2,\qquad S=\sqrt{\Delta^2+4\kappa^2}.$$
Treating $\kappa$ as constant through the narrow region of approach, the least gap occurs at $\Delta=0$:
$$S_{\min}=2|\kappa|=\left|\int\delta\varepsilon\,\mathbf E_a^*\!\cdot\mathbf E_b\,dA\right| .$$
The curves repel because both modes carry power forward, which makes the two-by-two matrix symmetric with $+\kappa^2$ in the product.

A crossing needs $\Delta=0$ and $\kappa=0$ together. Changing the width can satisfy the first. Symmetry, where present, supplies the second. Without it, $\kappa$ would have to vanish by accident at the same width; this is possible but not generic.

The upper mode has $b/a=(n_+-\alpha)/\kappa=(S-\Delta)/(2\kappa)$. Since $4\kappa^2=(S-\Delta)(S+\Delta)$, we have $b^2/a^2=(S-\Delta)/(S+\Delta)$. With $a$ the TE mode, the power-weighted average of its up-down parity is
$$\langle M\rangle=\frac{a^2-b^2}{a^2+b^2}=\frac{\Delta}{S}.$$
Cross terms vanish by orthogonality. Far from the anticrossing this average is $\pm1$. At the least gap it is zero, and the hybrid is an equal mixture.

## Numbers for a small asymmetry

Take $h=220$ nm, a wavelength of 1550 nm, and set the model's indices to 3.476 for silicon, 1.444 for oxide and 1 for air. These are chosen inputs; as material data, only their first two figures should be relied on. The equations were solved by finite differences over the whole section, without imposing either mirror on the fields. The numerical output follows this text.

With oxide all round, TE$_1$ and TM$_0$ cross at $w=664$ nm. Their index difference, followed with the modes identified by parity, passes through zero; the search stopped with $2\times10^{-9}$ left. Putting air beside the core, but only within its height, moves the crossing to 695 nm without removing it. A large change of cladding that respects the up-down mirror is therefore harmless to the crossing.

Now raise the index above and beside the core by 0.01, to 1.454. The three parts of the overlap integral, from $E_x$, $E_y$ and $E_z$, give
$$-0.000582-0.001416+0.000170=-0.001828 .$$
The overall sign depends on the arbitrary signs of the two modes, but the relative signs have meaning. The largest part pairs the small $E_y$ of TE$_1$ with the main $E_y$ of TM$_0$. The predicted gap is 0.001828, and direct solution gives 0.001829.

The hybrid region is narrow. In the symmetric wire, 2 nm beyond the crossing, the indices are 1.87524 and 1.87077, so they separate at about $0.00447/2=0.0022$ per nm. One nanometre from the least gap,
$$\frac{\Delta}{S}\approx\frac{0.00224}{\sqrt{0.00224^2+0.00183^2}}\approx0.77 .$$
The average parity computed from the field there is 0.776 in size. At the least gap it is 0.007, close to the expected zero.

## Numbers for an air cladding

Replace the oxide above and beside the wire by air, keeping oxide below. The least gap becomes 0.102, at $w\approx660$ nm.

| $w$ (nm) | upper $n$ | lower $n$ | upper TE fraction | lower TE fraction |
|---|---|---|---|---|
| 639.5 | 1.700 | 1.578 | 0.28 | 0.69 |
| 659.5 | 1.734 | 1.632 | 0.58 | 0.41 |
| 679.5 | 1.784 | 1.664 | 0.84 | 0.16 |
| 719.5 | 1.898 | 1.696 | 0.99 | 0.01 |

The TE fraction is the share of power carried by $E_xH_y$. The upper curve changes from TM-like to TE-like, and the lower one does the reverse. The fraction is not a probability: the two parts of the power can have opposite signs, so values slightly below zero or above one occur for some modes. It need not be exactly one half at the least gap either.

At 599.5 nm the output lists a lower index of 1.439. This is below the oxide index, so it is not a guided mode of the open wire, where such light would leak into the oxide. The distant conducting walls of the calculation prevent that escape and make it a discrete mode.

First-order theory is no longer quantitative here. The permittivity change is $1-1.444^2=-1.085$, against $1.454^2-1.444^2=0.0290$ before. Scaling the earlier gap by the ratio of magnitudes gives 0.0685, and the computed gap is 49% larger than this estimate. The formula uses the fields of the oxide-clad wire and leaves out how air reshapes them, an omission that is safe only for a small change of permittivity. The parity argument does not depend on a small change and survives.

The remaining parity can be seen in the same air-clad geometry at greater width. TE$_2$ and TM$_0$ cross at 1034 nm, with $3\times10^{-8}$ left when the search stopped. Their left-right parities are $-$ and $+$, so unequal claddings do not couple them.

The gap also sets a length. If light enters the 660 nm wire as an equal superposition of the two hybrids, their relative phase reverses after a distance $L$ with $k_0S_{\min}L=\pi$:
$$L=\frac{\lambda}{2S_{\min}}=\frac{1550\ \text{nm}}{2\times0.1021}\approx7.6\ \mu\text{m}.$$
In the two-mode picture, this turns a TE$_1$-like field into a TM$_0$-like one.

## What a real wire changes

A 220 nm silicon layer on about 2 µm of oxide is assumed in the estimates below. The crossing in the oxide-clad wire also relies on walls that mirror each other above and below mid-height, as vertical walls do. A wire wider at its foot than at its top has no up-down mirror, even when oxide surrounds it. For walls 5° off vertical, a rough illustrative value, with the width at mid-height as the variable, the TE$_1$–TM$_0$ crossing opens into a gap of 0.020. That is about a fifth of the air-clad gap. Symmetric cladding is thus not sufficient: the whole section must be symmetric.

For the air-clad wire, a layer 5 nm thicker moves the anticrossing by about $+6$ nm in width and lowers the gap to 0.090. The calculation does not isolate the cause of that 12% fall. Warming the silicon by 50 K, with a rough thermo-optic coefficient of $1.8\times10^{-4}$ per K, moves it by about $-1.7$ nm and leaves the gap near 0.10. Across 2 µm of oxide, an estimate that ignores variation across the width takes the squared field of the lower hybrid down to about $4.5\times10^{-6}$ of its starting value. This indicates weak contact with the substrate, though it is not itself a loss rate.

A grid 1.5 times finer shifts the air-clad anticrossing by $-0.9$ nm and changes the gap from 0.102 to 0.103. Against analytic slab modes, the solver's largest index error was 0.012. The printed digits therefore overstate the accuracy. The TE$_1$–TM$_0$ widths should be read as uncertain by about 5 nm, and the gaps by several per cent. With full refinement the effective indices of the wire fall by about 0.01 and the TE$_1$–TM$_0$ widths for vertical walls fall by 2 to 3 nm, while the TE$_2$–TM$_0$ crossing rises by about 2 nm. The gaps for vertical walls rise by 1 to 3%. The gap for slanted walls, which the grid resolves least well, rises by about 6%, from 0.020 to about 0.0215. The close match between 0.001828 and 0.001829 tests the coupling formula on one grid, not the accuracy of either number.

One further condition concerns thicker wires. A mode with one node in height has the opposite up-down parity to the modes of the same polarisation in the table. A TE mode of that kind can share both parities with a TM$_n$, and the two may then anticross even in a perfectly symmetric wire. For wires that keep the left-right mirror assumed here, the deciding question for any pair is whether a mirror of the complete section gives the two modes opposite parities.

## Values computed for the example and the checks

```
wavelength 1550 nm, wire height 220 nm
indices: Si 3.476, oxide 1.444, air 1.0
slab index TE 2.8478, TM 2.0533
solver minus analytic slab modes, largest: 0.0120
oxide all round, width 1100 nm: n, TE fraction, parities LR, UD
  TE0: 2.7574 1.002 -1.000 +1.000
  TE1: 2.4926 1.007 +1.000 +1.000
  TE2: 2.0115 1.007 -1.000 +1.000
  TE3: 1.4699 0.723 +1.000 +1.000
  TM0: 1.9769 -0.007 +1.000 -1.000
  TM1: 1.7208 -0.008 -1.000 -1.000
TE1-TM0 crossing, oxide all round: 664.23 nm
  index difference left there: 2.4e-09
  2 nm wider: n = 1.87524 and 1.87077
  their TE fractions: 0.991 and -0.018
  their cross power: 7.7e-14
TE1-TM0 crossing, air only beside core: 695.18 nm
  index difference left there: 6.6e-08
weak change: top and side index 1.454
  overlap parts x, y, z: -0.000582 -0.001416 +0.000170
  least gap, first order: 0.001828
  least gap, direct: 0.001829 at 664.84 nm
  UD mirror expectation at gap: +0.007
  1 nm wider, size: 0.776, two-mode law 0.772
air top and sides: least gap 0.1021 at 659.5 nm
  first order extrapolated to air: 0.0685
  half-beat length: 7.59 um
  width (nm), upper n, lower n, TE fraction upper, lower
  599.5 1.6627 1.4389 0.069 0.845
  639.5 1.7003 1.5783 0.281 0.687
  659.5 1.7339 1.6317 0.577 0.406
  679.5 1.7838 1.6638 0.837 0.155
  719.5 1.8979 1.6959 0.985 0.014
TE2-TM0 crossing under air: 1033.94 nm
  index difference left there: 3.3e-08
oxide all round, walls 5 deg off vertical:
  least gap 0.0202 at 665.8 nm
air, height +5 nm: width shift +5.6 nm, gap 0.0903
air, Si 50 K warmer (dn/dT 1.8e-04 per K):
  width shift -1.74 nm, gap 0.1015
air, grid 1.5 times finer: width shift -0.9 nm, gap 0.1031
power decay factor across 2000 nm oxide: 4.5e-06
```
